# Why vacuum polarization shifts cesium parity violation by 0.4 percent

**Q:** I measure the parity-violating 6s-7s amplitude in cesium. Vacuum polarization is said to change it by about 0.4 percent. A loop costs a factor \(\alpha/\pi\), so why is the effect this large? Which quantity should I look at first?

**A:** Look at the matrix element of the weak interaction between an s and a p1/2 electron. The nuclear-spin-independent part of that interaction is a constant times \(\rho(r)\gamma_5\), where \(\rho\) is the normalized weak density of the nucleus. I take it equal to the charge density, a uniform sphere of radius \(R\).

Write the upper and lower parts of a Dirac orbital as \(iP/r\) and \(Q/r\) times spin-angle functions. Since \(\gamma_5\) exchanges upper and lower parts,

\[
\psi_s^\dagger\gamma_5\psi_p\to\frac{(-iP_s)Q_p+Q_s(iP_p)}{r^2}=-i\,\frac{P_sQ_p-Q_sP_p}{r^2}.
\]

The volume element cancels \(1/r^2\). Apart from constant factors, the matrix element is \(-i\) times

\[
w=\int_0^R\rho\,(P_sQ_p-Q_sP_p)\,dr .
\]

I define \(\delta\) by \(w\to w(1+\delta)\), to first order in the vacuum-polarization potential. The weak interaction samples the waves inside the nucleus, so \(\delta\) measures how much that potential raises them there.

**Q:** What is that potential?

**A:** I start from the renormalized one-loop polarization function. It multiplies the Coulomb potential at momentum \(q\) by \(1+\Pi\), with

\[
\Pi=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln[1+q^2\lambda^2x(1-x)] .
\]

In Hartree units \(c=1/\alpha\), and the reduced Compton wavelength is \(\lambda=1/c\). To reach position space, put \(x=(1+v)/2\) and \(q\lambda=u\). The integral becomes \(\int_0^1dv\,\frac{1-v^2}{4}\ln[1+u^2(1-v^2)/4]\). Integrate by parts with the primitive \((v-v^3/3)/4\). The boundary terms vanish, leaving

\[
\int_0^1dv\,\frac{v^2(1-v^2/3)}{8}\,\frac{u^2}{1+u^2(1-v^2)/4}.
\]

Now set \(1-v^2=1/t^2\), so that \(dv=dt/(t^3v)\) and \(v=\sqrt{t^2-1}/t\). Also \(1-v^2/3=\frac23[1+1/(2t^2)]\). Collecting factors,

\[
\Pi=\beta\int_1^\infty dt\,f(t)\,\frac{q^2}{q^2+4t^2/\lambda^2},\qquad \beta=\frac{2\alpha}{3\pi},
\]
\[
f(t)=\sqrt{t^2-1}\left(\frac1{t^2}+\frac1{2t^4}\right).
\]

Multiplying by \(-4\pi Z/q^2\) gives a sum of Yukawa potentials, the Uehling potential of a point nucleus:

\[
V_U(r)=-\frac{Z\beta}{r}\int_1^\infty dt\,f(t)\,e^{-2tr/\lambda}.
\]

It has the sign of the Coulomb attraction and dies out beyond the Compton scale.

**Q:** What happens when the electron goes far inside that scale?

**A:** The effective charge grows logarithmically. At large \(t\), \(f\to1/t\), and

\[
\int_1^T\frac{\sqrt{t^2-1}}{t^2}dt\to\ln(2T)-1,\qquad
\frac12\int_1^\infty\frac{\sqrt{t^2-1}}{t^4}dt=\frac16 .
\]

Hence \(\int_1^Tf\,dt\to\ln T+\ln2-\frac56\). For a pure \(1/t\) the integral with the exponential tends to \(-\ln(2r/\lambda)-\gamma_E\), where \(\gamma_E\) is Euler's constant. Adding the constant \(\ln2-\frac56\),

\[
\frac{V_U}{V_C}\to\beta\left[\ln\frac{\lambda}{r}-k\right],\qquad k=\gamma_E+\frac56=1.411 .
\]

At \(r=10^{-4}\lambda\), direct integration gives 0.0120787 for this ratio and the logarithmic form gives 0.0120783. This is the first logarithm: the closer the electron comes, the less the nuclear charge is screened by the vacuum.

**Q:** Where do the singular s and p1/2 densities enter?

**A:** Through the radial Dirac equations. With the rest energy subtracted from \(E\),

\[
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P,
\]

where \(\kappa=-1\) for s and \(+1\) for p1/2. Close to the nucleus \(V=-Z/r\) dominates both \(E\) and the mass term \(2c^2\). The latter requires \(r\ll\zeta\lambda/2\), with \(\zeta=Z\alpha\). At fixed \(\zeta\), the difference between this boundary and \(\lambda\) affects only terms without growing logarithms, once I expand in \(\ln(\lambda/R)\) and keep the unperturbed waves fixed.

Multiply by \(r\) and use \(x=\ln r\):

\[
\frac{d}{dx}\begin{pmatrix}P\\Q\end{pmatrix}=
\begin{pmatrix}-\kappa&\zeta\\-\zeta&\kappa\end{pmatrix}
\begin{pmatrix}P\\Q\end{pmatrix}.
\]

The eigenvalues obey \(s^2=\kappa^2-\zeta^2\), so \(s=\pm\gamma\) with \(\gamma=\sqrt{1-\zeta^2}\), the same for both states. The regular solutions grow as \(r^\gamma\). Their densities, \((P^2+Q^2)/r^2\), vary as \(r^{2\gamma-2}\), which diverges at a point nucleus because \(\gamma<1\). A finite nucleus stops the rise at \(R\).

In \(w\), the density supplies \(R^{-3}\), the product of components \(R^{2\gamma}\), and the integration \(R\). Thus \(w\propto R^{2\gamma-2}\). For cesium \(2-2\gamma=0.16815\), and bound states computed with very small nuclei give 0.16816.

**Q:** A weak power of the radius is not a logarithm squared. How does one turn into the other?

**A:** A change of charge changes the exponent, and the change of exponent acts over the whole logarithmic range. I calculate it by splitting the wave into growing and decaying parts, \(y=a\,y_++b\,y_-\), where

\[
y_\pm=(\zeta,\ \kappa\pm\gamma).
\]

The combination \(PP_+-QQ_+\) projects out \(y_-\), because \(\zeta^2-(\kappa-\gamma)(\kappa+\gamma)=\zeta^2-\kappa^2+\gamma^2=0\). On \(y_+\) itself it gives

\[
\zeta^2-(\kappa+\gamma)^2=-2\gamma(\kappa+\gamma),
\]

where \(\zeta^2=\kappa^2-\gamma^2\) was used. A change \(\delta\zeta\) adds \(\delta\zeta\,(Q,-P)\) to the right side of the equation. For \(y_+\) its projection is \(2\delta\zeta\,P_+Q_+=2\delta\zeta\,\zeta(\kappa+\gamma)\). Dividing,

\[
\delta\gamma=-\frac{\zeta\,\delta\zeta}{\gamma},\qquad
\frac{d\ln a}{dx}=-\frac{\zeta\,\delta\zeta(r)}{\gamma}.
\]

In the second equation the unperturbed growth \(r^\gamma\) is carried by \(y_+\), so \(a\) records only the perturbation. The sign is negative for both \(\kappa\). The wave therefore grows more slowly outward. Since its amplitude is fixed outside by the atom, it must be larger at the nucleus.

Insert \(\delta\zeta=\zeta\beta(\ell-k)\), with \(\ell=\ln(\lambda/r)\) and \(L=\ln(\lambda/R)\). One state gains

\[
\delta\ln a(R)=\frac{\beta\zeta^2}{\gamma}\int_0^L(\ell-k)\,d\ell
=\frac{\beta\zeta^2}{\gamma}\left(\frac{L^2}{2}-kL\right).
\]

The weak matrix element contains one s and one p1/2 wave, so the gains add:

\[
\delta\supset A(L^2-2kL),\qquad
A=\frac{\beta\zeta^2}{\gamma}=\frac{2\alpha(Z\alpha)^2}{3\pi\gamma}.
\]

One logarithm comes from the running charge. The other is the range of \(\ln r\) over which the singular waves respond to it.

**Q:** Could I see what happens if one of those two ingredients is removed?

**A:** Keep the singular waves but stop the charge from running. Replace the Uehling potential by \(\beta V_Ne^{-2r/\lambda}\), where \(V_N\) is the potential of the finite nucleus. Inside the Compton scale the charge is then raised by a constant fraction \(\beta\), and the integral becomes

\[
\frac{2\beta\zeta^2}{\gamma}\int_0^Ld\ell=2AL .
\]

For \(L=15,20,25\), the numerical response is 0.8631, 1.1355 and 1.4078 percent. These values exceed \(2AL\) by the same 0.046 percentage points, a constant from the two ends of the range, so the slope is the quantity to compare. The steps, 0.2724 and 0.2723, agree within rounding. The fitted slope is \(5.44693\times10^{-4}\), against \(2A=5.44692\times10^{-4}\), and the squared logarithm is gone.

Conversely, if \(\zeta\to0\), the exponent change \(-\zeta\delta\zeta/\gamma\) is of order \(\beta\zeta^2\) and the squared logarithm fades with \(\zeta^2\), although the charge still runs.

**Q:** Is the linear logarithm simply \(-2kAL\)?

**A:** There is one more piece, from the waves inside the nucleus. For a charge element at distance \(d\) from the electron, the added Uehling potential is its Coulomb potential times

\[
\beta\left[\ln\frac{\lambda}{d}-k\right]=\beta(L-k)+\beta\ln\frac{R}{d}.
\]

The first term raises the whole nuclear potential by a common fraction that grows with \(L\). The second has a shape fixed by \(r/R\). Its far part is the decrease of the running charge outside the nucleus, already integrated above; what remains acts at \(r\sim R\) and gives a constant.

To find the response to the common fraction, solve the massless equations inside the sphere and define \(m(\zeta)=w/(a_sa_p)\) at fixed \(R\), with both amplitudes taken at the surface. Here I rescale \(y_+\) so that \(|P_+^2-Q_+^2|=1\). This choice matters: when \(\zeta\) changes, the projection of \(dy_+\) on the old growing wave is

\[
P_+dP_+-Q_+dQ_+=\tfrac12d(P_+^2-Q_+^2)=0,
\]

so changing the basis creates no false change of amplitude. The decaying part \(b\) produced at the nuclear surface falls relative to \(a\) as \((R/r)^{2\gamma}\); its effect is local and belongs to this same nuclear response. The extra term is \(\beta(L-k)\,d\ln m/d\ln\zeta\). Therefore

\[
\delta=AL^2+BL+C,\qquad
B=-2kA+\beta\frac{d\ln m}{d\ln\zeta},
\]

for \(R\ll\lambda\), with \(C\) independent of \(R\).

For \(Z=55\), \(\zeta=0.40135\), \(\gamma=0.91592\) and \(\beta=1.54855\times10^{-3}\), so

\[
A=\frac{1.54855\times10^{-3}\,(0.40135)^2}{0.91592}=2.723\times10^{-4}.
\]

The massless solution gives \(d\ln m/d\ln\zeta=0.1529\), hence

\[
B=-7.683\times10^{-4}+2.368\times10^{-4}=-5.315\times10^{-4}.
\]

**Q:** Did you check these coefficients in an atom, or just in the massless problem?

**A:** In bound states with the full Dirac equation. The nucleus was made artificially tiny, which separates the logarithms from terms that vanish with \(R/\lambda\). The 6s-6p1/2 responses are 5.5080, 10.0083 and 15.8703 percent at \(L=15,20,25\). These are first-order coefficients, obtained by varying a small multiple of the Uehling potential.

The second difference of a quadratic with step 5 is \(50A\):

\[
A=\frac{0.158703-2(0.100083)+0.055080}{50}=2.723\times10^{-4}.
\]

Before rounding, the same three values give \(B=-5.315\times10^{-4}\). Both agree with the formulas. Subtracting the two logarithmic terms at \(L=15\) leaves \(C=1.774\times10^{-3}\).

**Q:** What does the constant represent?

**A:** It collects the region \(r\sim\lambda\), where mass cannot be dropped, the constant parts of the nuclear response, and a small response of the bound-state normalization, which depends on the state and on the screening potential. Its leading term for small \(\zeta\) can be found by hand, and this limit also shows what remains in the very lightest atoms.

Near the Compton scale, start from free waves at \(E=0\). For s, \(P=r\) and \(Q=0\). To first order in \(V_U\), \((rQ)'=r^2V_U/c\). Writing \(P=r(1+F)\) gives \(F'=2cQ/r\). With \(F(\infty)=0\),

\[
F(0)=-2\int_0^\infty\frac{dr}{r^2}\int_0^rs^2V_U(s)\,ds
=2\int_0^\infty s|V_U|\,ds ,
\]

because exchanging the integrals gives \(\int_s^\infty dr/r^2=1/s\).

For p1/2, the free wave is \(Q=r\), \(P=2cr^2/3\). Writing \(Q=r(1+G)\) gives \(G'=V_UP/(cr)=\frac23rV_U\), so \(G(0)=\frac23\int_0^\infty r|V_U|dr\). At the nucleus \(w\) is governed by \(P_sQ_p\) in this limit, and the gains add to \(\frac83\int r|V_U|dr\). Using the Yukawa form and \(t=\sec\theta\),

\[
\int_0^\infty r|V_U|dr=\frac{Z\beta\lambda}{2}\int_1^\infty\frac{f(t)}{t}dt
=\frac{\beta\zeta}{2}\left(\frac{\pi}{4}+\frac{\pi}{32}\right)
=\frac{3\alpha\zeta}{32}.
\]

Thus \(\delta\to\alpha\zeta/4\) at leading order in \(\zeta\), without a logarithm. Continued to \(Z=55\), this term is \((3\pi/8)\beta\zeta=0.073\) percent, less than half of \(C\). The rest of \(C\) is of higher order in \(\zeta\), so the light-atom formula is not a substitute for the cesium calculation.

**Q:** Now give me the real cesium numbers. What atom did you calculate?

**A:** One valence electron in a local potential. The electron cloud is the neutral Thomas-Fermi one, with the Latter condition that the attractive charge never falls below one. The nucleus has \(R=1.2\,\mathrm{fm}\times133^{1/3}=6.125\,\mathrm{fm}\), a model radius. With \(\lambda=386.16\,\mathrm{fm}\),

\[
L=\ln\frac{386.16}{6.125}=4.144,\qquad L^2=17.17 .
\]

The three parts are

\[
AL^2=0.468\%,\qquad BL=-0.220\%,\qquad C=0.177\%,
\]

and their sum is 0.425 percent. The direct calculation for 6s-6p1/2 gives 0.415 percent. The expansion is therefore high by about 2.4 percent of the direct value. It omits terms that vanish with \(R/\lambda\), and here \(R/\lambda=0.016\).

The squared logarithm is the largest part and supplies the enhancement over \(\beta\zeta^2=0.025\) percent, the size of a term of this order without logarithms. Measured against \(\alpha/\pi=0.23\) percent, the total is larger by a factor of just 1.8. Its closeness to the total, however, depends on a partial cancellation between \(BL\) and \(C\). With \(L\approx4\), the leading logarithm alone would not justify the quoted 0.4 percent.

**Q:** Does the answer depend on which s and p states I choose, or on the radius you assumed?

**A:** Very little in this model. The direct values for 6s or 7s with 6p1/2 or 7p1/2 lie between 0.4137 and 0.4150 percent. Near the nucleus the valence energies, all about 0.1 hartree or smaller in magnitude, are negligible beside \(V\). Different principal quantum numbers then give nearly the same short-distance shape with different overall amplitudes. These cancel in \(\delta\) except for their own small response to the Uehling potential, and that response produces the spread. It depends on the screening. The Thomas-Fermi model binds 6s by 0.108 hartree, against the measured 0.143, and a Tietz potential fitted to the measured levels gives 0.423 to 0.428 percent. The values of \(\delta\) are therefore model-dependent at about 0.01 percentage points.

For the radius, differentiate the expansion:

\[
\frac{d\delta}{d\ln R}=-(2AL+B)=-1.73\times10^{-3}.
\]

Increasing \(R\) by one percent therefore lowers \(\delta\) by slightly less than 0.002 percentage points. A radius of 6.20 fm gives 0.413 percent, and a Fermi distribution with about the same rms radius as that sphere gives 0.414 percent. A modest change of radius or shape moves the third digit but does not alter the explanation.

**Q:** But I measure an electric-dipole amplitude, not \(w\). Can the other parts of the amplitude spoil this result?

**A:** They can change it, since vacuum polarization also shifts energies and dipole integrals. To include them, let \(\chi\) be the p1/2 wave mixed into an s state. It obeys \((E_s-h)\chi=H_W\psi_s\), where \(h\) is the radial Dirac Hamiltonian for p1/2. With constant factors removed, the source has components \((-\rho Q_s,\rho P_s)\).

Multiply this equation by the regular p1/2 solution at the same energy, \((P_r,Q_r)\), and integrate from zero to a point outside the nucleus. The potential and mass terms cancel, leaving the boundary term

\[
c(P_r\chi_Q-Q_r\chi_P)=\int\rho(P_sQ_r-Q_sP_r)\,dr\equiv M .
\]

Outside, \(\chi\) must be a multiple \(K\) of the decaying solution \((P_d,Q_d)\). With \(W=P_rQ_d-Q_rP_d\), this gives \(K=M/(cW)\). The single wave contains the sum over all p1/2 states. Including occupied ones is consistent for independent electrons, because mixing occupied orbitals among themselves does not change their determinant. As a test, the projection of \(\chi\) on 6p1/2 agrees with \(w/(E_{6s}-E_{6p})\).

The transition amplitude is proportional to

\[
\langle7s|r|\chi_{6s}\rangle-\langle6s|r|\chi_{7s}\rangle .
\]

The minus sign arises because the weak matrix elements are imaginary and change sign when initial and final states are exchanged. As fractions of the total, the two terms are \(-0.478\) and \(1.478\), so there is appreciable cancellation. Recomputing everything with the Uehling potential nevertheless gives a change of 0.405 percent, close to the 0.415 percent in \(w\). In this model, energies, dipole integrals and the differences among weak matrix elements shift the result by just \(-0.01\) percentage points. The shares and this shift depend on the screening: with the Tietz potential the shares are \(-0.42\) and \(1.42\) and the shift from the 6s-6p1/2 value is \(-0.02\), while the amplitude change stays at 0.406 percent.

**Q:** May I apply 0.4 percent as the complete radiative correction to my data?

**A:** No. This is the Uehling part. Electron self-energy and radiative corrections to the weak vertex must be added, and they are not calculated here. The atomic model also leaves out electron correlation and core polarization, and it gives neutrons and protons the same distribution. The value 0.41 percent is therefore a model result for one contribution.

The logarithmic expansion has limits of its own. It needs \(R\ll\zeta\lambda/2\) for a massless region to exist. In cesium \(\zeta\lambda/2\) is about 77 fm, some thirteen times \(R\), so the region is present but short. In a light atom it shrinks further, and the term \(\alpha\zeta/4\) takes over as \(\zeta\to0\), but slowly. The ratio of \(AL^2\) to it is about \(8\zeta L^2/(3\pi)\), which is 0.2 for hydrogen and already 1.5 for sodium. For \(\zeta\) near one, \(\gamma\) becomes small and the expansion fails. The decaying part falls only as \((R/r)^{2\gamma}\), so treating it as local requires \(\gamma L\) well above one (3.8 in cesium). Otherwise the factor \(1/\gamma\) in \(A\) overstates the response, although first order in the Uehling potential remains accurate for a finite nucleus. Cesium lies between these limits: its field is strong enough for the singular waves to matter, while the correction itself remains small.

## Calculated quantities

```
nuclear charge Z = 55, mass number = 133
nuclear radius R = 6.125 fm
reduced Compton wavelength = 386.16 fm
L = ln(lambda/R) = 4.1438
zeta = Z alpha = 0.40135
gamma = 0.91592
beta = 2 alpha/(3 pi) = 1.54855e-03
k = Euler constant + 5/6 = 1.41055
one-loop function at q lambda = 3, Feynman: 7.831320e-04
one-loop function at q lambda = 3, Yukawa: 7.831320e-04
V_U/V_C at r = 1e-4 lambda, integral: 1.207870e-02
V_U/V_C at r = 1e-4 lambda, log form: 1.207834e-02
Thomas-Fermi initial slope = -1.588071
Latter radius = 2.706 bohr
power 2-2gamma, formula: 0.168154
power 2-2gamma, from bound states: 0.168156
dln m/dln zeta = 0.15293
L = 15: delta = 5.5080 %, fixed-charge control = 0.8631 %
L = 20: delta = 10.0083 %, fixed-charge control = 1.1355 %
L = 25: delta = 15.8703 %, fixed-charge control = 1.4078 %
A, formula: 2.72346e-04
A, from bound states: 2.72347e-04
B, formula: -5.31495e-04
B, from bound states: -5.31510e-04
control: squared-log coefficient = -2.83e-12
control: slope, formula 2A: 5.44692e-04
control: slope, from bound states: 5.44693e-04
C = 1.77433e-03
Cs 6s energy = -0.107672 hartree
Cs 7s energy = -0.049593 hartree
Cs 6p1/2 energy = -0.071417 hartree
Cs 7p1/2 energy = -0.037214 hartree
Cs part A L^2 = 0.4677 %
Cs part B L = -0.2202 %
Cs part C = 0.1774 %
Cs sum of the three parts = 0.4248 %
Cs direct delta 6s-6p1/2 = 0.4150 %
Cs direct delta 6s-7p1/2 = 0.4149 %
Cs direct delta 7s-6p1/2 = 0.4138 %
Cs direct delta 7s-7p1/2 = 0.4137 %
admixture projection / expected = 1.000000
amplitude share, 6s admixture = -0.4779
amplitude share, 7s admixture = 1.4779
Cs 6s-7s amplitude, Uehling change = 0.4052 %
```
